# Partial-wave convergence of the second-order ground-state energy of helium-like ions, part 2

How fast do the partial-wave increments $E_l$ of the second-order energy $E_2=\sum_{l\ge0}E_l$ fall with $l$? The state is the non-relativistic $1s^2\ {}^1S$ ground state of two electrons (mass $m$) at a fixed nucleus $Ze$. In SI units, $k=\frac{e^2}{4\pi\varepsilon_0}$, $a_0=\hbar^2/mk$, $E_h=k/a_0$ and $a=a_0/Z$.

The repulsion $V=k/r_{12}$ perturbs $H_0$ (kinetic energy and nuclear attraction), whose ground state is $\Phi=\frac{e^{-(r_1+r_2)/a}}{\pi a^3}$. The energies by order are $E_0=-Z^2E_h$, $E_1=\tfrac58ZE_h$ and $E_2$, which is independent of $Z$. With $M=H_0-E_0$, the first-order function obeys $M\psi=-(V-E_1)\Phi$.

Partial waves are $F^{(l)}=F_l(r_1,r_2)P_l(x)$, where $x=\cos\theta$ and $\theta$ is the angle between $\mathbf r_1$ and $\mathbf r_2$. Also $n=l+\tfrac12$, $r_>=\max(r_1,r_2)$, $r_<=\min(r_1,r_2)$, $t=r_</r_>=e^{-s}$, $R=r_{12}$, and $w=t/(1+t)$ with $0\le w\le\tfrac12$.

**Theorem.** For every $l\ge1$, $A_l+B_l-D_l\le E_l\le A_l+B_l$, and as $l\to\infty$

$$E_l=E_h\left[-\frac{45}{256}\,n^{-4}+\frac{225}{1024}\,n^{-6}+O(n^{-8})\right].$$

The first term is Schwartz's law. Here

$$f=\frac{r_{12}}{2a_0}\Phi,\qquad W=n\sinh s+\cosh s,\qquad Q=\left(n^2-\tfrac12\right)(\cosh s-1)+\tfrac12+\tfrac n2\sinh s ,$$

$$A_l=-\frac{15E_h}{64\,n(n^2-1)}\int_0^\infty e^{-2ns}\,W\,\mathrm{sech}^6\tfrac s2\,ds,$$

$$B_l=\frac{45E_h}{128\,n(n^2-1)^2}\int_0^\infty e^{-2ns}\,WQ\,\mathrm{sech}^6\tfrac s2\,ds,$$

$$D_l=\frac{315E_h}{256\,n(n^2-\frac54)(n^2-1)^2}\int_0^\infty e^{-2ns}\,Q^2\,\mathrm{sech}^6\tfrac s2\ \mathrm{sech}\,s\,ds .$$

**Lemma 1.** For $\varphi=gP_l$ with $l\ge1$,

$$\langle\varphi|M\varphi\rangle\ge\tfrac12Z^2E_h\langle\varphi|\varphi\rangle,\qquad \langle\varphi|M\varphi\rangle\ge\langle\varphi|N\varphi\rangle,\qquad N=\frac{\hbar^2}{2m}\left(n^2-\tfrac54\right)\left(\frac1{r_1^2}+\frac1{r_2^2}\right).$$

**Lemma 2.**

$$Mf=(-V+U)\Phi,\qquad U=\frac{ZE_h}{2}\,\frac{(r_1+r_2)(1-x)}{r_{12}} .$$

**Lemma 3.** For $l\ge1$, $E_l=A'_l+B'_l-C_l$ with

$$A'_l=\langle f^{(l)}|V^{(l)}\Phi\rangle,\qquad B'_l=\langle f^{(l)}|U^{(l)}\Phi\rangle,\qquad C_l=\langle U^{(l)}\Phi|M^{-1}U^{(l)}\Phi\rangle\ge0 .$$

The remainder is $\chi^{(l)}=\psi^{(l)}-f^{(l)}$. $E_l$ is the minimum of the Hylleraas functional $J_l[\varphi]=\langle\varphi|M\varphi\rangle+2\langle\varphi|V^{(l)}\Phi\rangle$; for $l=0$, $V^{(0)}-E_1$ replaces $V^{(l)}$.

**Lemma 4.**

$$V_l=\frac{k\,t^l}{r_>},\qquad R_l=r_>\left[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\right]=-r_>\,t^{l+1}\frac{W}{n^2-1},\qquad U_l=-\frac{ZE_h}2(1+t)\,t^l\frac{Q}{n^2-1}.$$

**Lemma 5.** For $F=r_>^{\,p}\,G(t)$,

$$\int\Phi^2FP_l^2\,d^3r_1d^3r_2=\frac{16}{n}\,\frac{(5+p)!\,a^p}{2^{6+p}}\int_0^1\frac{t^2\,G(t)}{(1+t)^{6+p}}\,dt .$$

**Lemma 6.** $A'_l=A_l$ and $B'_l=B_l$ for $l\ge1$.

**Lemma 7.** $C_l\le D_l$ for $l\ge1$.

**Lemma 8.** For $g$ smooth and bounded on $[0,\infty)$, independent of $n$, with Taylor coefficients $g_j$ at $s=0$,

$$\int_0^\infty e^{-2ns}g(s)\,ds=\sum_{j<J}\frac{g_j\,j!}{(2n)^{j+1}}+O(n^{-J-1}).$$

## Proof of the theorem

The two-sided bound is Lemmas 3, 6 and 7. It remains to expand $A_l$, $B_l$ and $D_l$. Each integrand is a polynomial in $n$ whose coefficients are functions of $s$ alone. They are bounded, because $W$ and $Q$ grow as $e^s$ while $\mathrm{sech}^6\tfrac s2$ falls as $e^{-3s}$. Each is even or odd in $s$, so its Taylor series advances in steps of $s^2$ and its integral in steps of $n^{-2}$.

From $\cosh\tfrac s2=1+s^2/8+O(s^4)$ follows $\mathrm{sech}^6\tfrac s2=1-\tfrac34s^2+O(s^4)$. Then

$$\sinh s\ \mathrm{sech}^6\tfrac s2=s+\left(\tfrac16-\tfrac34\right)s^3+O(s^5)=s-\tfrac7{12}s^3+O(s^5),$$

$$\cosh s\ \mathrm{sech}^6\tfrac s2=1+\left(\tfrac12-\tfrac34\right)s^2+O(s^4)=1-\tfrac14s^2+O(s^4).$$

Lemma 8 gives for the integral in $A_l$

$$n\left[\frac1{4n^2}-\frac7{12}\cdot\frac6{16n^4}\right]+\left[\frac1{2n}-\frac14\cdot\frac2{8n^3}\right]+O(n^{-5})=\frac3{4n}-\frac{7+2}{32n^3}+O(n^{-5})=\frac3{4n}\left[1-\frac3{8n^2}+O(n^{-4})\right].$$

The prefactor is $-\tfrac{15}{64}E_hn^{-3}[1+n^{-2}+O(n^{-4})]$. Since $\tfrac{15}{64}\cdot\tfrac34=\tfrac{45}{256}$ and $1-\tfrac38=\tfrac58$,

$$A_l=E_h\left[-\frac{45}{256}n^{-4}-\frac{225}{2048}n^{-6}+O(n^{-8})\right].$$

The term $n\sinh s$ supplies one third of the leading coefficient although it vanishes at $s=0$: the weight $e^{-2ns}$ extends to $s\sim1/n$, where $ns$ is of order one.

For $B_l$ write $c=\cosh s$, $h=\sinh s$ and $Q=n^2(c-1)+\tfrac n2h+(1-\tfrac c2)$. Multiplying by $W=nh+c$ and sorting by powers of $n$,

$$WQ=n^3h(c-1)+n^2\left[c(c-1)+\tfrac12h^2\right]+n\,h+c\left(1-\tfrac c2\right),$$

where the coefficient of $n$ is $\tfrac12hc+h(1-\tfrac c2)=h$. The lowest Taylor terms of the four coefficients are $s^3/2$, $s^2$, $s$ and $\tfrac12$, unchanged by the factor $\mathrm{sech}^6\tfrac s2$. All four contribute at order $1/n$:

$$\frac1n\left[\frac12\cdot\frac6{16}+\frac28+\frac14+\frac14\right]=\frac{15}{16n},$$

with corrections $O(n^{-3})$. The prefactor is $\tfrac{45}{128}E_hn^{-5}[1+O(n^{-2})]$, so

$$B_l=E_h\left[\frac{675}{2048}n^{-6}+O(n^{-8})\right].$$

For $D_l$,

$$Q^2=n^4(c-1)^2+n^3h(c-1)+n^2\left[\tfrac14h^2+2(c-1)\left(1-\tfrac c2\right)\right]+nh\left(1-\tfrac c2\right)+\left(1-\tfrac c2\right)^2,$$

with lowest terms $s^4/4$, $s^3/2$, $\tfrac34s^2$, $s/2$ and $\tfrac14$. The integral is

$$\frac1n\left[\frac14\cdot\frac{24}{32}+\frac12\cdot\frac6{16}+\frac34\cdot\frac28+\frac12\cdot\frac14+\frac14\cdot\frac12\right]=\frac{13}{16n},$$

and with the prefactor $\tfrac{315}{256}E_hn^{-7}$, $D_l=\tfrac{4095}{4096}E_hn^{-8}[1+O(n^{-2})]$. Since $0\le C_l\le D_l$, $C_l=O(n^{-8})$. Adding, the $n^{-6}$ coefficient is $(675-225)/2048=225/1024$. $\square$

**Corollary (truncation error).** With $\Lambda=L+1$,

$$\sum_{l>L}E_l=-\frac{15}{256}\frac{E_h}{\Lambda^3}\left[1-\frac5{4\Lambda^2}+O(\Lambda^{-4})\right].$$

*Proof.* Taylor expansion about the midpoint gives $\int_{n-1/2}^{n+1/2}y(\xi)\,d\xi=y(n)+\tfrac1{24}y''(n)+O(y'''')$. For $y=\xi^{-4}$, $y''=20\xi^{-6}$. The intervals for $l>L$ tile $[\Lambda,\infty)$, so $\sum n^{-6}=1/5\Lambda^5+O(\Lambda^{-7})$ and $\sum n^{-4}=1/3\Lambda^3-\tfrac56\cdot1/5\Lambda^5+O(\Lambda^{-7})=1/3\Lambda^3-1/6\Lambda^5+O(\Lambda^{-7})$. The $\Lambda^{-3}$ coefficient is $-\tfrac{45}{256}\cdot\tfrac13=-\tfrac{60}{1024}$ and the $\Lambda^{-5}$ coefficient is $\tfrac{45}{256}\cdot\tfrac16+\tfrac{225}{1024}\cdot\tfrac15=\tfrac{30+45}{1024}=\tfrac{75}{1024}$. Their ratio is $-\tfrac54$. $\square$

The sums over $n^{-4}$ and $n^{-6}$ are the Hurwitz zeta values $\zeta(4,L+\tfrac32)$ and $\zeta(6,L+\tfrac32)$, and they are evaluated as such in the numerical check.

## Remarks

*Where the four powers come from.* In $A_l$ the wave $V_l$ is of order one on the sphere $r_1=r_2$, the wave $R_l$ is of order $n^{-2}$, both extend over a shell of relative thickness $1/n$, and the mean of $P_l^2$ is $1/2n$. The product is $n^{-4}$. Replacing $V_l$ by $U_l$ costs $n^{-2}$, which gives $B_l\sim n^{-6}$. In $C_l$ the squared norm of $U^{(l)}\Phi$ is $n^{-4}\cdot n^{-1}\cdot n^{-1}$ and the inverse of $M$ supplies another $n^{-2}$. Had we used only the constant bound $M\ge\tfrac12Z^2E_h$, we would have $C_l=O(n^{-6})$, enough for Schwartz's law but not for the second coefficient.

*The meaning of 45/256.* Repeat the leading-order evaluation of $A_l$ for a general smooth function $\Phi(r_1,r_2)$ of the two radii, taking it at $r_1=r_2=r$ across the thin shell. The measure is $(16\pi^2/n)\,r^5\Phi(r,r)^2\,dr\,ds$, the integrand is $-\tfrac12E_hn^{-2}e^{-2ns}(ns+1)$, and its integral over $s$ is $-\tfrac12E_h\cdot3/4n^3$. Hence

$$A_l\simeq-6\pi^2E_h\,n^{-4}\int_0^\infty r^5\,\Phi(r,r)^2\,dr .$$

For the hydrogenic product the integral is $(\pi^2a^6)^{-1}\cdot120\,(a/4)^6=120/4096\pi^2$, and $720/4096=45/256$. The coefficient measures the probability density for the electrons to coincide, weighted by $r^3$ beyond the volume element $r^2dr$. The wave $l$ resolves distances of order $r/n$, so coalescences far from the nucleus are described more coarsely and count more. The integral is dimensionless, which is the $Z$ independence seen directly.

*A sum rule.* Since $fV=\tfrac12E_h\Phi$, the sum of $A'_l$ over all $l\ge0$ is $E_h/2$. For $l=0$, $R_0/r_>=1+t^2/3$, and $A'_0=30E_h\int t^2(1+t^2/3)(1+t)^{-6}dt=30E_h(\tfrac1{60}+\tfrac13\cdot\tfrac1{160})=\tfrac9{16}E_h$, using $\int_0^{1/2}w^4dw=\tfrac1{160}$. The waves $l\ge1$ together contribute $-\tfrac1{16}E_h$. The total $E_h/2$ is not to be compared with $E_2$, whose $l=0$ part contains $V-E_1$ in place of $V$. Lemma 5 with $p=1$ and $G=1+t^2/3$ gives $\langle\Phi|r_{12}\Phi\rangle=32\cdot\tfrac{720}{128}\,a\left[\int w^2(1-w)^3dw+\tfrac13\int w^4(1-w)\,dw\right]=180\,a\left(\tfrac{21}{1920}+\tfrac13\cdot\tfrac7{1920}\right)=\tfrac{35}{16}a$, so $\langle(V-E_1)\Phi|f\rangle=\tfrac12E_h-\tfrac58\cdot\tfrac{35}{32}E_h=-\tfrac{47}{256}E_h$. The gradient form given in the last section, with $|\nabla_ir_{12}|=1$, yields $\langle f|Mf\rangle=(\hbar^2/2m)\cdot2/4a_0^2=\tfrac14E_h$. The Hylleraas functional of the whole of $f$ is therefore $\tfrac14E_h-\tfrac{47}{128}E_h=-\tfrac{15}{128}E_h$, about three quarters of $E_2$. So $f$ is only a rough approximation to $\psi$ as a whole, and it becomes accurate for the high waves.

*Approximations that fail.* Taking $E_l\approx A_l$ gives the right leading term and an $n^{-6}$ term of the wrong sign; $B_l$ is needed. Taking $E_l\approx2A_l$, by keeping the linear term of the Hylleraas functional and neglecting $\langle f^{(l)}|Mf^{(l)}\rangle=B_l-A_l$, doubles the coefficient. Writing the law in $l$ in place of $l+\tfrac12$ introduces an odd power, because $n^{-4}=l^{-4}(1-2/l+\dots)$, and spoils extrapolation. Increments fall as the fourth power but the truncation error only as the third.

*Where the result fails.* The coefficient belongs to second order. In the exact helium wave function the density at coalescence differs from that of $\Phi$, so the corresponding coefficient is different (with a correlated variational wave function in place of $\Phi$, the quantity $6\pi^2\int r^5\Psi(r,r,r_{12}{=}0)^2dr$ is about $0.074$ for $Z=2$ and $0.153$ for $Z=11$, against $45/256=0.176$); that case needs a different proof and is not covered here. For a triplet state such as $1s2s\ {}^3S$ the spatial function vanishes at $r_1=r_2$, the integral over $\Phi(r,r)^2$ is zero, and $\Phi^2\propto s^2$ across the shell lowers the power count to $n^{-6}$. Terms like $B_l$ then enter at leading order and the present coefficients do not apply. The theorem also assumes that each wave is solved exactly in the radial variables; a finite radial basis adds its own error. A finite nuclear mass replaces $m$ by the reduced mass in $H_0$ and adds a term $\nabla_1\cdot\nabla_2$ that couples $l$ to $l\pm1$, and the relativistic corrections include a contact term proportional to $\delta(\mathbf r_1-\mathbf r_2)$, which is more singular at coalescence than $V$. Both lie outside the assumptions.

## Worked example: Na$^{9+}$

The chosen input is $Z=11$. With $k=2.307078\times10^{-28}$ J m, the constants are $a_0=5.291772\times10^{-11}$ m and $E_h=k/a_0=4.359745\times10^{-18}$ J $=27.21139$ eV, and $a=a_0/11=4.810702\times10^{-12}$ m. The first terms of the series are $E_0=-121E_h=-5.275291\times10^{-16}$ J, $E_1=\tfrac58\cdot11E_h=6.875E_h=2.997324\times10^{-17}$ J and, from the direct solution described below, $E_2=-0.1576664E_h=-6.873854\times10^{-19}$ J $=-4.2903$ eV. Their sum is $-114.2826664E_h=-4.982433\times10^{-16}$ J $=-3109.79$ eV. This is the series for the model Hamiltonian cut after second order. The omitted third-order term is $E_h/Z$ times a pure number, and the ground level of the model lies about $8\times10^{-4}E_h$ ($0.02$ eV) above the sum, so the digits beyond $-114.28E_h$ belong to the sum and not to that level; for the real ion the relativistic shift is not small beside $E_2$: the Dirac energy of a hydrogenic $1s$ electron is $-\tfrac12Z^2E_h\left[1+\tfrac14(Z\alpha)^2+\dots\right]$, with $\alpha=k/\hbar c$ the fine-structure constant, so two such electrons are lowered by about $\tfrac14(Z\alpha)^2Z^2E_h\approx0.2E_h$ for $Z=11$. The value of $E_2$ and all second-order increments below hold unchanged for $Z=2$; they are not the increments of the full energy of either ion.

The coefficients of the law are $\tfrac{45}{256}E_h=7.663614\times10^{-19}$ J and $\tfrac{225}{1024}E_h=9.579517\times10^{-19}$ J. For $l=4$, $n=4.5$, $n^4=410.0625$ and $n^6=8303.77$. The first term is $-7.663614\times10^{-19}/410.0625=-1.86889\times10^{-21}$ J. The second is $9.579517\times10^{-19}/8303.77=1.1536\times10^{-22}$ J, and the two-term value is $-1.75353\times10^{-21}$ J.

The integrals of the theorem give $A_4=-1.93160\times10^{-21}$ J, $B_4=1.82293\times10^{-22}$ J and $D_4=2.53494\times10^{-23}$ J. The upper bound is $A_4+B_4=(-1.93160+0.18229)\times10^{-21}$ J $=-1.7493\times10^{-21}$ J, and the lower bound is $(-1.74930-0.02535)\times10^{-21}$ J $=-1.77465\times10^{-21}$ J. The direct solution gives $E_4=-1.77048\times10^{-21}$ J, inside the interval, so $C_4=A_4+B_4-E_4=2.118\times10^{-23}$ J. The one-term law is too large in magnitude by about 6 per cent of $|E_4|$ and the two-term law too small by about 1 per cent of $|E_4|$.

| $l$ | $E_l$ / J | $E_l$ / one term | $E_l$ / two terms |
|---|---|---|---|
| 1 | $-1.15512\times10^{-19}$ | 0.7631 | 1.7169 |
| 2 | $-1.70297\times10^{-20}$ | 0.8680 | 1.0850 |
| 3 | $-4.69862\times10^{-21}$ | 0.9200 | 1.0246 |
| 4 | $-1.77048\times10^{-21}$ | 0.9473 | 1.0097 |
| 10 | $-6.23571\times10^{-23}$ | 0.9890 | 1.000372 |
| 20 | $-4.32649\times10^{-24}$ | 0.9971 | 1.000026 |
| 36 | $-4.31376\times10^{-25}$ | 0.9991 | 1.000003 |

At $l=1$ the second term makes the estimate worse, as an asymptotic series may when the expansion parameter $1/n^2$ is not small. From $l=2$ on it improves it. The wave $l=0$, about which the law says nothing, contributes $-0.12533383E_h$, and $0.12533383/0.15766643=0.795$ of the total.

For the two waves compared here the remainder lies close to its bound. For $l=4$, $C_4/D_4=2.118/2.535=0.84$, and for $l=36$ the output has $C_ln^8=0.939E_h$ against $D_ln^8=0.9988E_h$, a ratio of $0.94$. The bound by $N$ in Lemma 1 discarded two non-negative terms, the radial kinetic energy and $(\hbar^2/2m)(1/r_i-1/a)^2$. The second does not grow with $n$, so relative to the centrifugal energy it is of order $n^{-2}$. The first is of order $n^2$, like the centrifugal energy, because $\chi^{(l)}$ varies over a shell of relative thickness $1/n$, so the ratio $C_l/D_l$ need not tend to one.

For the truncation error, $\tfrac{15}{256}\times27.21139$ eV $=1594.4$ meV. An error in $E_2$ below 1 meV ($1.6022\times10^{-22}$ J) needs $(L+1)^3>1594$. For $L=10$ the estimate is $1594.4/1331=1.1979$ meV and for $L=11$ it is $1594.4/1728=0.9227$ meV. The omitted energies, summed from the computed increments through $l=36$ plus the two-term tail $-1.1557\times10^{-6}E_h$ beyond, are $1.1858$ and $0.9148$ meV in magnitude, so $L=11$ is the smallest sufficient value by either count. For $L=8$ the leading estimate is $2.1871$ meV; the factor $1-5/(4\cdot81)=0.98457$ of the corollary brings it to $2.1534$ meV, against the computed $2.1544$ meV. The same tail serves for extrapolation: the sum through $l=8$ is $-0.15758726E_h$, the two-term tail is $-0.00007915E_h$, and the total $-0.15766641E_h$ differs by $2\times10^{-8}E_h$ from the value $-0.15766643E_h$ obtained with all waves through $l=36$ and their tail.

## What the numerical check tests

The numerical check verifies Lemma 2 by symbolic differentiation in Cartesian coordinates with SI constants, Lemma 4 by numerical Legendre projection, the integrals $A_l$, $B_l$, $D_l$ by quadrature over the two radii, the sum rule ($A'_0=0.5625E_h$, total $0.5E_h$), and the expansion coefficients by symbolic algebra. The increments for $l=0$ to $36$ come from minimising the Hylleraas functional over $\varphi=\Phi g$, where $g$ is $t^lP_l(x)$ times polynomials in $t$ and $r_1+r_2$, with no $r_{12}$ term assumed. The quadratic part is evaluated in gradient form. Because $M\Phi=0$, the product rule gives $\Phi g\,M(\Phi g)=-(\hbar^2/2m)\,g\sum_i\nabla_i\cdot(\Phi^2\nabla_ig)$, and integration by parts gives $\langle\Phi g|M\Phi g\rangle=(\hbar^2/2m)\int\Phi^2(|\nabla_1g|^2+|\nabla_2g|^2)$. The same form is used to confirm $\langle f^{(l)}|Mf^{(l)}\rangle=B_l-A_l$. Every computed increment with $l\ge1$ falls inside the bounds of the theorem, and a fit of $E_ln^4$ to a quadratic in $n^{-2}$ at $l=16,24,36$ returns $-0.175781E_h$ and $0.2197E_h$, to be compared with $\tfrac{45}{256}=0.17578125$ and $\tfrac{225}{1024}=0.21972656$. A separate minimisation with 94 polynomial terms in $r_1+r_2$, $r_1-r_2$ and $r_{12}$, which uses no partial waves, gives $-0.15766505E_h$. It lies $1.4\times10^{-6}E_h$ above the partial-wave total, on the side required of a variational bound in a small basis, and it confirms the total to that accuracy and no further.

## Table of computed values

```
k = e^2/(4 pi eps0) = 2.307078e-28 J m
a0 = 5.291772e-11 m ; Eh = 4.359745e-18 J = 27.21139 eV
Z = 11 (Na9+): a = a0/Z = 4.810702e-12 m
E0 = -Z^2 Eh = -121.0000000 Eh = -5.275291e-16 J = -3292.5777 eV
E1 = 5Z Eh/8 = 6.8750000 Eh = 2.997324e-17 J = 187.0783 eV
E2 = -0.1576664 Eh = -6.873854e-19 J = -4.2903 eV
E0+E1+E2 = -114.2826664 Eh = -4.982433e-16 J = -3109.7898 eV
(45/256) Eh = 0.17578125 Eh = 7.663614e-19 J = 4.78325 eV
(225/1024) Eh = 0.21972656 Eh = 9.579517e-19 J = 5.97906 eV
A series: -45/256 n^-4 + (-225/2048) n^-6 Eh; B: 675/2048 n^-6 Eh; D: 4095/4096 n^-8 Eh
A_0 = 0.56250000 Eh ; sum of all A_l = 0.5000000000 Eh
l=4: A = -4.430525e-04 Eh = -1.93160e-21 J
l=4: B = 4.181268e-05 Eh = 1.82293e-22 J
l=4: C = A+B-E = 4.858487e-06 Eh = 2.11818e-23 J
l=4: D = 5.814426e-06 Eh = 2.53494e-23 J
l=4: A+B = -4.012398e-04 Eh = -1.74930e-21 J
l=4: A+B-D = -4.070542e-04 Eh = -1.77465e-21 J
l=4: E direct = -4.060983e-04 Eh = -1.77048e-21 J
E_0 (l=0) = -0.12533383 Eh = -5.464235e-19 J
l   E_l/Eh        E_l/J        1-term/J     2-term/J     E_l/1-term  E_l/2-term
1   -2.649516e-02 -1.15512e-19 -1.51380e-19 -6.72800e-20 0.763061 1.716887
2   -3.906134e-03 -1.70297e-20 -1.96189e-20 -1.56951e-20 0.868030 1.085037
3   -1.077729e-03 -4.69862e-21 -5.10695e-21 -4.58583e-21 0.920045 1.024596
4   -4.060983e-04 -1.77048e-21 -1.86889e-21 -1.75353e-21 0.947346 1.009671
6   -9.578919e-05 -4.17616e-22 -4.29319e-22 -4.16617e-22 0.972741 1.002398
10  -1.430292e-05 -6.23571e-23 -6.30487e-23 -6.23339e-23 0.989030 1.000372
20  -9.923728e-07 -4.32649e-24 -4.33928e-24 -4.32638e-24 0.997052 1.000026
36  -9.894516e-08 -4.31376e-25 -4.31780e-25 -4.31375e-25 0.999064 1.000003
l=36: C n^8 = 0.939 Eh ; D n^8 = 0.9988 Eh
fit to l=16,24,36: c4 = -0.175781 Eh, c6 = 0.2197 Eh
sum l<=8 = -0.15758726 Eh ; two-term tail = -0.00007915 Eh ; total = -0.15766641 Eh
sum l<=36 = -0.15766527 Eh ; two-term tail = -1.1557e-06 Eh ; total = -0.15766643 Eh
Hylleraas E2 (94 terms) = -0.15766505 Eh
L=4: omitted = -1.9509e-21 J = -12.1764 meV ; -(15/256)(L+1)^-3 Eh = -12.7553 meV
L=8: omitted = -3.4518e-22 J = -2.1544 meV ; -(15/256)(L+1)^-3 Eh = -2.1871 meV
L=10: omitted = -1.8999e-22 J = -1.1858 meV ; -(15/256)(L+1)^-3 Eh = -1.1979 meV
L=11: omitted = -1.4657e-22 J = -0.9148 meV ; -(15/256)(L+1)^-3 Eh = -0.9227 meV
smallest L with omitted energy below 1 meV (1.6022e-22 J): L = 11
```
